# Loss of magnons degenerate with uniform precession above 45° magnetization tilt

## Result and setting

A defect in a ferromagnetic film can scatter uniform precession into a magnon of finite wavevector. This two-magnon process adds to the resonance linewidth. A static defect conserves energy, so it needs a magnon at the frequency of uniform precession.

Take an ultrathin film of thickness \(d\) with isotropic exchange and no anisotropy. Let \(\theta\) be the angle between the magnetization and the film plane. Then:

- For \(\theta<45^\circ\), long-wavelength magnons degenerate with uniform precession exist for wavevectors within a sector centred on the in-plane projection of \(\mathbf M\). At fixed tilt, the sector widens as the internal field grows.
- For \(\theta\ge45^\circ\), every magnon of the branch that is uniform through the thickness lies above uniform precession. No degenerate partner remains.

The angle belongs to the magnetization, not to the applied field. The cutoff is sharp when the magnon linewidth is small compared with a frequency dip calculated below. In nickel it is not.

**Conventions.** The film normal is \(z\), and the static magnetization lies in the \(xz\) plane along \(\hat{\mathbf n}=(\cos\theta,0,\sin\theta)\), with \(0\le\theta\le90^\circ\). The saturation induction is \(B_s=\mu_0M_s\). Fields are in tesla, \(\gamma>0\), and \(\Omega=\omega/\gamma\) is a frequency in tesla. The wavevector \(\mathbf k\) lies in the plane at angle \(\varphi\) from \(x\). Magnetostatics is used, which requires \(k\gg\omega/c\); eddy currents in a metallic film are neglected.

## Stage 1: the dipolar field of a thin film

Let the deviation of \(\mathbf M/M_s\) be \(\mathbf m\,e^{i\mathbf k\cdot\mathbf r}\), with \(\mathbf m\) constant for \(0<z<d\). Exchange enforces this uniformity in a thin film; the error is estimated later. Write \(m_k=\hat{\mathbf k}\cdot\mathbf m\).

The dipolar field is \(\mathbf h=-\nabla\psi\). Its sources are a volume charge \(-ikB_sm_k\) and surface charges \(+B_sm_z\) at \(z=d\) and \(-B_sm_z\) at \(z=0\). A unit charge sheet at \(z'\), modulated with wavevector \(k\), obeys \(\psi''-k^2\psi=-\delta(z-z')\), so its potential is \(e^{-k|z-z'|}/(2k)\). Summing the sheets gives
\[
\psi_V=-\frac{iB_sm_k}{2k}\left[2-e^{-kz}-e^{-k(d-z)}\right],
\]
\[
\psi_S=\frac{B_sm_z}{2k}\left[e^{-k(d-z)}-e^{-kz}\right].
\]

The volume charge gives \(h_k=-ik\psi_V\), and the surface charge gives \(h_z=-\partial_z\psi_S\). Both \(e^{-kz}\) and \(e^{-k(d-z)}\) have the thickness average \((1-e^{-kd})/(kd)\). Hence
\[
\langle h_k\rangle=-B_su\,m_k,\qquad \langle h_z\rangle=-B_s(1-u)m_z,
\]
\[
u=1-\frac{1-e^{-kd}}{kd}\simeq\frac{kd}{2}\quad(kd\ll1).
\]
The cross fields, \(h_k\) from surface charge and \(h_z\) from volume charge, are odd about the midplane and average to zero.

**Limits.** For \(k\to0\), \(u\to0\) and the whole demagnetizing field acts along the normal, as for a uniform film. For every \(k>0\), \(0<u<1\). A finite wavelength therefore moves demagnetizing strength from the normal to the direction of \(\mathbf k\).

## Stage 2: magnetization in the plane, wave along it

Start with \(\theta=0\) and \(\varphi=0\). Let \(b>0\) be the static internal field along \(\mathbf M\). The exchange field is \(-Dk^2\mathbf m\), with \(D=2A/M_s\) and \(A\) the exchange constant; write \(q=Dk^2\).

The linearized equation \(\dot{\mathbf M}=-\gamma\mathbf M\times\mathbf B\) is
\[
\dot{\mathbf m}=-\gamma\left[\hat{\mathbf n}\times\mathbf h_{\rm tot}+\mathbf m\times b\hat{\mathbf n}\right]
=\gamma\,\hat{\mathbf n}\times(b\mathbf m-\mathbf h_{\rm tot}),
\]
where \(\mathbf h_{\rm tot}\) contains the dipolar and exchange fields. The bracket \(b\mathbf m-\mathbf h_{\rm tot}\) is a stiffness matrix \(K\) acting on \(\mathbf m\).

Motion along \(z\) has stiffness \(b+q+B_s(1-u)\). Motion along \(y\) is perpendicular to both \(\mathbf k\) and the normal, creates no charge, and has stiffness \(b+q\). The two equations of motion combine to
\[
\Omega^2=(b+q)\,[\,b+q+B_s(1-u)\,].
\]

At \(k=0\) this is \(\Omega_0^2=b(b+B_s)\). At small \(k\),
\[
\Omega^2-\Omega_0^2\simeq-\frac{B_sbd}{2}\,k+D(2b+B_s)k^2 .
\]
These are the leading dipolar and exchange terms. The dipolar one is linear in \(k\) and lowers the frequency; the exchange one is quadratic and raises it. The next dipolar term, \(B_sbd^2k^2/6\), is dropped; it is about 1% of the exchange term for the in-plane film of Stage 6. The branch dips and then returns to \(\Omega_0\) at a finite \(k\), where the degenerate magnon sits.

**Limit.** For \(kd\to\infty\), \(u\to1\) and \(\Omega=b+q\). This is the frequency of a wave along \(\mathbf M\) in bulk material, whose transverse motion creates no volume charge.

## Stage 3: tilting the magnetization

**Equilibrium.** Apply a field \(B_0\) at angle \(\theta_H\) from the plane. The static demagnetizing field is \(-B_s\sin\theta\,\hat{\mathbf z}\), and the total must equal \(b\hat{\mathbf n}\):
\[
B_0\cos\theta_H=b\cos\theta,\qquad B_0\sin\theta_H=(b+B_s)\sin\theta .
\]
For \(0<\theta<90^\circ\), the ratio of these equations shows that \(\theta_H>\theta\): the magnetization lags toward the plane.

**Stiffness.** Use the transverse axes \(\mathbf e_1=(\sin\theta,0,-\cos\theta)\) and \(\mathbf e_2=\hat{\mathbf y}\), for which \(\mathbf e_1\times\mathbf e_2=\hat{\mathbf n}\). Then
\[
m_k=m_1\sin\theta\cos\varphi+m_2\sin\varphi,\qquad m_z=-m_1\cos\theta .
\]
The quadratic form \(\mathbf m\cdot K\mathbf m=(b+q)m^2+B_s[u\,m_k^2+(1-u)m_z^2]\) gives
\[
\begin{aligned}
K_{11}&=b+q+B_s[(1-u)\cos^2\theta+u\sin^2\theta\cos^2\varphi],\\
K_{22}&=b+q+B_su\sin^2\varphi,\\
K_{12}&=B_su\sin\theta\sin\varphi\cos\varphi .
\end{aligned}
\]
Since \(\hat{\mathbf n}\times\mathbf e_1=\mathbf e_2\) and \(\hat{\mathbf n}\times\mathbf e_2=-\mathbf e_1\), the equations of motion are
\[
\dot m_1=-\gamma(K_{12}m_1+K_{22}m_2),\quad
\dot m_2=\gamma(K_{11}m_1+K_{12}m_2).
\]
Their matrix has zero trace, so \(\Omega^2=K_{11}K_{22}-K_{12}^2\). At \(k=0\), \(\Omega_0^2=b(b+B_s\cos^2\theta)\).

**Wave along the projection of M.** For \(\varphi=0\) the off-diagonal term vanishes, and the dipolar part of \(K_{11}\) is
\[
B_s\cos^2\theta+B_su(\sin^2\theta-\cos^2\theta)=B_s\cos^2\theta-B_su\cos2\theta .
\]
The finite wavelength weakens the surface-charge stiffness in proportion to \(\cos^2\theta\) and adds volume-charge stiffness in proportion to \(\sin^2\theta\). The two changes cancel when \(\mathbf e_1\) makes equal angles with the normal and the line of \(\mathbf k\), which happens at 45°.

## Stage 4: every direction and wavelength

Other directions must also be excluded. Set \(C=\cos\theta\), \(\sigma=\sin^2\varphi\) and \(P=\sin^2\theta\cos^2\varphi-C^2\). Without exchange,
\[
K_{11}=b+B_sC^2+B_suP,\qquad K_{22}=b+B_su\sigma .
\]
Expand the determinant in powers of \(u\):
\[
\begin{aligned}
\det K={}&b(b+B_sC^2)+B_su\,[bP+(b+B_sC^2)\sigma]\\
&+B_s^2u^2\,[P\sigma-\sin^2\theta\,\sigma\cos^2\varphi].
\end{aligned}
\]
The last bracket is \(-C^2\sigma\). In the middle one, use
\[
P+\sigma=\sin^2\theta-C^2+\sigma(1-\sin^2\theta)=-\cos2\theta+C^2\sigma .
\]
Exchange adds \(q\) to both diagonal elements, and \(\det(K+q)=\det K+q\,{\rm tr}K+q^2\). Therefore
\[
\begin{aligned}
\Omega^2-\Omega_0^2={}&B_su\left\{-b\cos2\theta+C^2\sigma\,[b+B_s(1-u)]\right\}\\
&+qT+q^2,\\
T={}&2b+B_sC^2+B_su(-\cos2\theta+C^2\sigma).
\end{aligned}
\]
No small-\(k\) expansion has been made.

**Tilt of 45° or more.** Here \(-\cos2\theta\ge0\), and \(1-u>0\), so the braces are not negative. Also \(T>0\) and \(q>0\). Thus \(\Omega>\Omega_0\) for every \(k>0\) and every \(\varphi\), which proves the second statement within the thickness-averaged model.

**Tilt below 45°.** The initial slope is negative when \(|\sin\varphi|<\sin\varphi_c\), with
\[
\sin^2\varphi_c=\frac{b\cos2\theta}{(b+B_s)\cos^2\theta}.
\]
Exchange raises the branch without limit at large \(k\), so by continuity it crosses \(\Omega_0\) again, and a degenerate magnon exists.

Could a branch outside this sector start upward and still come down to \(\Omega_0\)? There the braces are at least \(-B_suC^2\sigma\). Since \(u\le kd/2\), the dipolar part is at least \(-B_s^2k^2d^2C^2\sigma/4\). For \(\theta<45^\circ\), \(T\ge2b+B_s(C^2-\cos2\theta)=2b+B_s\sin^2\theta\ge2b\), so exchange contributes at least \(2bDk^2\). A sufficient condition for no return is
\[
B_s^2d^2<8Db .
\]
When it holds, the sector \(|\sin\varphi|<\sin\varphi_c\) contains all degenerate directions.

**Limits.** At exactly 45° and \(\varphi=0\), the linear term is zero and exchange alone lifts the branch: \(\Omega^2-\Omega_0^2=q(2b+B_s/2)+q^2\). At 90°, \(\Omega^2=(b+q)(b+q+B_su)\). The direction \(\varphi\) has dropped out, as symmetry about the normal requires.

## Stage 5: position and depth of the dip

For \(\theta<45^\circ\), \(\varphi=0\) and small \(kd\), keep the leading dipolar and exchange terms:
\[
\Omega^2-\Omega_0^2\simeq-ak+ck^2,
\]
\[
a=\tfrac12B_sbd\cos2\theta,\qquad c=D(2b+B_s\cos^2\theta).
\]
The degenerate wavevector is \(k_{\rm deg}=a/c\). The minimum lies at \(k=a/2c\), where \(\Omega^2\) is lower by \(a^2/4c\). Because \(\delta(\Omega^2)\simeq2\Omega_0\,\delta\Omega\), the depth is
\[
\Delta\Omega=\frac{a^2}{8c\,\Omega_0}.
\]
As \(\theta\) approaches 45° from below, \(k_{\rm deg}\) vanishes as \(\cos2\theta\), the depth as \(\cos^22\theta\), and \(\varphi_c\) as \(\sqrt{\cos2\theta}\).

The density of degenerate magnons follows from the same expansion. At angle \(\varphi\) inside the sector, \(a\) becomes some \(a(\varphi)>0\). At the crossing, \(d\Omega/dk=a(\varphi)/(2\Omega_0)\) and \(k=a(\varphi)/c\), so \(k/(d\Omega/dk)=2\Omega_0/c\) for every such direction. The allowed directions span \(4\varphi_c\), including those opposite. Per unit area and unit \(\Omega\),
\[
N=\frac{4\varphi_c}{(2\pi)^2}\,\frac{2\Omega_0}{c}=\frac{2\varphi_c\Omega_0}{\pi^2c}.
\]
At leading order, the density closes continuously, through the shrinking sector.

## Stage 6: a nickel film at 10 GHz

Take a 5 nm fcc-Ni film at room temperature, with rough typical values \(B_s=0.60\) T, \(A=8\) pJ/m, \(g=2.2\) and Gilbert damping \(\alpha=0.04\). These give \(D=33.51\) T nm² and \(\gamma/2\pi=30.79\) GHz/T. The resonance frequency is held at 10 GHz, or \(\Omega_0=0.3248\) T, so the field changes with tilt.

**In-plane magnetization.** Solving \(b(b+0.60)=0.3248^2\) gives \(b=0.1421\) T. Then
\[
a=\tfrac12(0.60)(0.1421)(5)=0.213\ {\rm T^2\,nm},
\]
\[
c=33.51\,(0.2842+0.60)=29.6\ {\rm T^2\,nm^2},
\]
and \(k_{\rm deg}=0.0072\) nm⁻¹, a wavelength of about 870 nm. Diagonalizing a film resolved into six layers, with full dipolar coupling, gives 875 nm. The depth is \(0.213^2/(8\times29.6\times0.3248)=5.9\times10^{-4}\) T, or 18 MHz. The sector follows from \(\sin^2\varphi_c=0.1421/0.7421\), so \(\varphi_c=26^\circ\). The no-return condition holds: \(B_s^2d^2=9.0\) and \(8Db=38\), both in T² nm².

**Tilting.** The layered film gives, at \(\varphi=0\):

| \(\theta\) | Wavelength | Dip |
|---|---|---|
| 0° | 875 nm | 18.1 MHz |
| 30° | 1.31 µm | 7.24 MHz |
| 40° | 3.10 µm | 1.21 MHz |
| 44° | 14.1 µm | 0.056 MHz |
| 45° | none | none |

Within the magnetostatic model, the degenerate magnons leave by growing in wavelength without limit. To bring \(\mathbf M\) to 45°, the applied field must be 590 mT at 75.6° from the plane. In this example, a cutoff read against the field angle would therefore appear far above 45°; at high fields the two angles approach each other.

## Stage 7: what the model leaves out

**Variation through the thickness.** The cross fields dropped in Stage 1 distort the mode. For small \(kd\) they are \(h_k=-ikB_sm_z\zeta\) and \(h_z=-ikB_sm_k\zeta\), where \(\zeta=z-d/2\). At \(\varphi=0\), motion \(m_1\) then feels a field along \(\mathbf e_1\) of \(ikB_s\sin2\theta\,\zeta\,m_1\). Thickness exchange dominates the response, whose shape \(w\) obeys \(-w''=\zeta\) with \(w'=0\) at the faces:
\[
w=\frac{d^2\zeta}{8}-\frac{\zeta^3}{6},\qquad
\frac1d\int_{-d/2}^{d/2}\zeta w\,d\zeta=\frac{d^4}{96}-\frac{d^4}{480}=\frac{d^4}{120}.
\]
Second-order elimination of this distortion lowers \(K_{11}\) by \(k^2B_s^2\sin^22\theta\,d^4/(120D)\). Relative to the exchange stiffness \(Dk^2\), this is \(B_s^2d^4\sin^22\theta/(120D^2)\), or 0.17% at 45° here. It is also quadratic in \(k\), so it leaves the initial slope alone. Extrapolated, the estimate reaches one near \(d=25\) nm, but there thickness exchange no longer dominates and it overshoots: a thickness-resolved film gives 0.16% at 5 nm and about 0.6 at 25 nm. In a scan of \(k\) and \(\varphi\) at 45°, such a film first shows a branch below \(\Omega_0\) between 40 and 60 nm. The averaged model for tilted magnetization needs films well below 25 nm. The layer correction of order \(10^{-8}\) MHz in the output belongs to \(\theta=0\), where \(\sin2\theta=0\), and does not represent tilted films.

As a test, 400 random layered films 5 nm thick were diagonalized, with \(\theta\) from 45° to 89.9°, \(b\) from 0.02 to 2 T, \(B_s\) from 0.1 to 2 T, \(D\) from 20 to 60 T nm² and \(k\) from \(10^{-4}\) to 0.5 nm⁻¹. In each, the magnon lay above uniform precession.

**Anisotropy.** A uniaxial anisotropy along the normal adds a field \(B_pn_z\hat{\mathbf z}\), where \(n_z\) is the normal component of \(\mathbf M/M_s\). With \(b\) now the total static field, \(K_{11}\) gains \(-B_pC^2\), and the term linear in \(u\) becomes
\[
B_su\left[-b\cos2\theta+C^2\sigma(b+B_s-B_p)\right].
\]
Normal equilibrium reads \(B_0\sin\theta_H=(b+B_s-B_p)\sin\theta\). If the applied field has a positive normal component, the last parenthesis is positive and the initial slope still changes sign at 45°. The layered film with \(B_p=0.3\) T gives 45.00°.

Crystal anisotropy of 5 kJ/m³, a rough size for nickel, corresponds to a field of 20.9 mT. Inserted as a coupling between \(m_1\) and \(m_2\), with \(b\) held at 207.7 mT, it moves the angle to 45.07°. This coupling is a stand-in that overestimates the shift; a cubic energy of the same size, over 300 random crystal orientations, gives 45.00° to 45.04°.

**Interfacial Dzyaloshinskii–Moriya exchange.** A film on a heavy-metal layer can carry an energy density \((D_s/d)\,[n_z\nabla\cdot\mathbf n-\mathbf n\cdot\nabla n_z]\), with \(\mathbf n=\mathbf M/M_s\). It shifts \(\Omega\) by \(\pm2D_sk\cos\theta\sin\varphi/(M_sd)\). This shift is linear in \(k\), like the dipolar term, and negative on one side of the projection of \(\mathbf M\). The initial slope then stays negative beyond 45°. With the parameters of Stage 6, the cutoff moves to 45.2° for \(D_s=0.2\) pJ/m and to 50° for 1 pJ/m; at \(d=2\) nm it moves to 53° and 81°. The 45° rule should not be carried over to such stacks.

**Damping.** Let \(R\) be the rotation \(\hat{\mathbf n}\times\) in the transverse plane, with \(R^2=-1\). Gilbert damping gives \(\dot{\mathbf m}=\gamma RK\mathbf m+\alpha R\dot{\mathbf m}\). Multiplying \((1-\alpha R)\dot{\mathbf m}=\gamma RK\mathbf m\) by \(1+\alpha R\) yields
\[
(1+\alpha^2)\dot{\mathbf m}=\gamma(R-\alpha)K\mathbf m .
\]
Since \({\rm tr}(RK)=0\), the two conjugate eigenvalues share the real part \(-\alpha\gamma\,{\rm tr}K/2\) for \(\alpha^2\ll1\). This is the half width, so the full width of uniform precession is \(\alpha\gamma(2b+B_s\cos^2\theta)\). In the plane it is \(0.04\times0.884\times30.79=1.09\) GHz, 60 times the dip.

Energy conservation is then blurred. Counting magnons with a Lorentzian of this width, evaluated at each tilt, gives per µm² and GHz:

| \(\theta\) | Ni, \(\alpha=0.04\) | \(\alpha=10^{-4}\) |
|---|---|---|
| 0° | 24.4 | 32.3 |
| 30° | 25.7 | 30.3 |
| 60° | 23.6 | 1.06 |

For low damping, the sharp formula \(N\) gives 32.7 at 0° and 31.8 at 30°, within about 5% of the counts. At 60° the count falls to 3% of its in-plane value; what remains comes mostly from Lorentzian tails. With nickel's damping it stays at 96%. These counts give every magnon the width of uniform precession. Giving each magnon a Lorentzian of its own, \(k\)-dependent width raises the nickel counts by an amount that depends on the largest \(k\) included, but this comes from the line shape. A defect probes the damped response at the drive frequency, where damping enters as \(\alpha\omega\); counts weighted by that response are 23 to 24 and hardly depend on the largest \(k\). Across these line shapes the ratio between 60° and 0° lies between 0.96 and 1.02.

## Reading the result for real films

The nickel parameters are ordinary rough values, whereas \(\alpha=10^{-4}\) is hypothetical and far below nickel's damping. An assumption that a real nickel film clearly breaks is the long magnon lifetime: nickel's damping changes the 60° count from 3% of the in-plane one to about the same size (96% to 102%, depending on the line shape). For this film, then, the model does not predict that two-magnon broadening switches off at 45° for lack of final states. The scattering strength may still depend on tilt, but it is not calculated here.

A sharp cutoff requires a linewidth well below the dip. At \(\theta=0\) in this example, that means \(\alpha\) well below \(0.04/60\approx7\times10^{-4}\). Even then the cutoff is rounded close to 45°, because the dip itself vanishes there. Thickening the film does not rescue nickel within this model. The dip grows as \(d^2\) while \(kd\) is small and more slowly after that, so matching the linewidth takes more than \(5\sqrt{60}\approx39\) nm, in fact about 48 nm. At that thickness the 45° rule for tilted magnetization is no longer secured.

The lateral size matters too. The exactly degenerate waves are 0.9 µm long or longer in this example, although nickel's linewidth also admits much shorter ones. A memory element much smaller than 0.9 µm has discrete modes shaped by its edges, so the sharp 45° cutoff derived for an extended film should not be carried over to it.

## Numbers as computed

```
INPUTS (rough typical fcc-Ni, room temperature)
saturation induction      0.60 T
exchange constant A       8.0 pJ/m
g factor                  2.2
Gilbert damping           0.04
crystal anisotropy size   5.0 kJ/m^3
thickness                 5.0 nm
resonance frequency       10.0 GHz
DERIVED
exchange stiffness D      33.51 T nm^2
gamma/2pi                 30.79 GHz/T
resonance omega/gamma     324.8 mT
BY TILT OF M: internal field, applied field, field angle
tilt  0 deg: 142.1 mT, 142.1 mT, 0.00 deg
tilt 15 deg: 148.8 mT, 241.3 mT, 53.43 deg
tilt 30 deg: 170.1 mT, 412.3 mT, 69.07 deg
tilt 40 deg: 193.4 mT, 531.0 mT, 73.80 deg
tilt 44 deg: 204.7 mT, 578.1 mT, 75.24 deg
tilt 45 deg: 207.7 mT, 589.7 mT, 75.58 deg
tilt 60 deg: 258.3 mT, 754.5 mT, 80.14 deg
tilt 90 deg: 324.8 mT, 924.8 mT, 90.00 deg
DEGENERATE MAGNONS: phi_c, wavelength and dip at phi=0
tilt  0 deg: 25.95 deg, 875 nm, 18.1 MHz
tilt 15 deg: 25.44 deg, 936 nm, 15.3 MHz
tilt 30 deg: 22.56 deg, 1310 nm, 7.24 MHz
tilt 40 deg: 15.58 deg, 3096 nm, 1.21 MHz
tilt 44 deg: 7.53 deg, 14147 nm, 0.0564 MHz
tilt 45 deg: none
tilt 60 deg: none
tilt 90 deg: none
TILT WHERE THE INITIAL SLOPE CHANGES SIGN (layered film)
isotropic film            45.00 deg
0.3 T normal anisotropy   45.00 deg
with crystal anisotropy   45.07 deg
NEGLECTED EFFECTS (M in plane unless stated)
crystal anisotropy field  20.9 mT
thickness nonuniformity   5.8e-09 MHz
degenerate k at phi=0     7.18 rad/um
k of light at 10 GHz      0.00021 rad/um
Gilbert full linewidth    1089 MHz
linewidth / dip depth     60
MAGNONS AT RESONANCE per um^2 per GHz: Ni, low damping
tilt  0 deg: 24.4, 32.3
tilt 30 deg: 25.7, 30.3
tilt 60 deg: 23.6, 1.06
low damping used          1e-04
ratio 60 to 0 deg, Ni     0.96
ratio 60 to 0 deg, low    0.033
```
